Why weak roughness backscattering grows as the square of group index

**Scaling a backscattering loss with group index**

Suppose that the backscattering loss of a waveguide has been computed at one frequency, and that a value is wanted where the light is slower. One must decide whether to multiply by the ratio of group indices or by its square, and whether the mode field must be computed again. For weak roughness the factor is close to the square, provided that the frequency, the normalised field at the rough walls and the relevant part of the roughness spectrum change little. Coupled equations for the forward and backward modes give both the square and its conditions.

**Coupled equations**

The guide is lossless, reciprocal and single-mode, with real permittivity ε(r) of period Λ along z. A uniform guide is included, since any Λ then serves. Static roughness adds δε(r). With time factor exp(−iωt), the perturbed fields obey

∇×E = iωμ₀H, ∇×H = −iω(ε + δε)E. (1)

Let E_m, H_m be an unperturbed mode at the same ω. From ∇·(A×B) = B·∇×A − A·∇×B,

∇·(E×H_m* + E_m*×H)
= H_m*·(iωμ₀H) − E·(iωεE_m*) + H·(−iωμ₀H_m*) + E_m*·iω(ε + δε)E
= iω δε E_m*·E. (2)

The magnetic terms cancel, as do those with ε. Integrate over the cross-section. Guided fields decay sideways, so only the z flux remains:

d/dz ∫(E×H_m* + E_m*×H)_z dA = iω ∫δε E_m*·E dA. (3)

First set δε = 0 and let E be a mode too. The integral on the left is then independent of z. If E is the forward mode, with Bloch wavenumber k, and E_m the backward mode, with −k, a shift by one period multiplies this integral by exp(2ikΛ). A constant can acquire this factor only if it is zero or if exp(2ikΛ) = 1. In a periodic guide the second case occurs at a band edge, or where two bands cross without opening a gap, and is excluded; in a uniform guide, where Λ is arbitrary, another choice of Λ avoids it. Forward and backward modes are therefore orthogonal. For a mode with itself the integral is 2Re∫(E×H*)_z dA, which is 4P for the forward mode and −4P for the backward mode when each carries power P > 0.

Now write the perturbed field as E = aE₊ + bE₋, and H likewise. This neglects radiation and all other modes. For smooth weak δε the longitudinal field has a further correction of relative order δε/ε, which enters the right side of (3) only at second order. High-contrast walls are treated below. With

K_mn(z) = ∫δε E_m*·E_n dA, (4)

projection on the two modes gives

4P a′ = iω(K₊₊a + K₊₋b),
−4P b′ = iω(K₋₊a + K₋₋b). (5)

Since δε is real, K₋₊ = K₊₋*. Then 4P d|a|²/dz and 4P d|b|²/dz both equal iω(K₊₋a*b − K₊₋*ab*), so |a|² − |b|², the net power in units of P, is conserved. The diagonal terms alone change only phases.

Let a(0) = 1 and let no light enter from the far end, b(L) = 0. To first order a = 1 on the right of the second equation, and the term K₋₋b is of second order. Hence

r = b(0) = −∫₀ᴸ b′ dz = (iω/4P) ∫₀ᴸ K₋₊ dz. (6)

Because ε is real, complex conjugation of a mode, with a change of sign of H, gives the mode running the other way. We may take E₋ = E₊*, so that E₋*·E₊ = E₊·E₊ and

r = (iω/4P) ∫δε E·E d³r, (7)

where E now means E₊. The product contains no conjugate. It keeps the phase 2kz, the phase of the way in plus that of the way back.

**A displaced wall**

At a rough wall δε is not small: within a thin region one material replaces another. Let permittivity ε₁ become ε₂ in a layer of thickness h. The tangential E and the normal D are continuous across it, so for small h they keep their unperturbed values. The actual normal field in the layer is D⊥/ε₂, whereas the unperturbed mode there has D_m⊥/ε₁. The integrand of (3) becomes

δε E_m*·E = (ε₂ − ε₁)E_m∥*·E∥ + (1/ε₁ − 1/ε₂)D_m⊥*D⊥, (8)

because (ε₂ − ε₁)/(ε₁ε₂) = 1/ε₁ − 1/ε₂. For a wall moved outwards by h, ε₁ = ε_out and ε₂ = ε_in. An inward shift reverses both differences, so the same expression holds with negative h. The contribution to the integral in (7), per wall area, is hW with

W = (ε_in − ε_out)E∥·E∥ + (1/ε_out − 1/ε_in)D⊥². (9)

This requires small slopes, and a displacement small compared with the lengths over which the field and the roughness vary. W is still quadratic in the mode field, which is what the scaling needs.

The normal term matters. For a film 0.001 nm thick of index 1.5 inside a medium of index 3.5, lit at 35° with E in the plane of incidence, rule (8) and the exact film reflection both give |r| = 7.919×10⁻⁶. Using the unperturbed E inside the film for the normal part as well gives 2.418×10⁻⁶, less than a third of the exact value.

**Where the group index enters**

Apply the steps of (2) to two unperturbed forward modes, one at ω and one, marked by a prime, at ω + dω. For permittivity independent of frequency,

∇·(E′×H* + E*×H′) = i dω(μ₀H′·H* + εE′·E*). (10)

Integrate over one cell. The flux through its right end is exp(i dk Λ) times that through its left end, so the left side gives i dk Λ·4P to first order. The right side gives i dω·4U, where U = ¼∫(μ₀|H|² + ε|E|²)d³r is the time-averaged energy in a cell. Thus

P = v_g U/Λ, v_g = dω/dk = c/n_g. (11)

With material dispersion, the difference ω′ε(ω′) − ωε(ω) replaces ε in U by d(ωε)/dω.

Without such dispersion U simplifies. For one mode,

∇·(E×H*) = iω(μ₀|H|² − ε|E|²). (12)

The flux of E×H* is the same at both ends of a cell, so the cell integral of the right side vanishes. The electric and magnetic energies are equal, and U = ½∫_cell ε|E|²d³r. Therefore

4P = (2c/(n_gΛ)) ∫_cell ε|E|² d³r. (13)

Insert this in (7) and write k₀ = ω/c:

r = i n_g (k₀Λ/2) ∫δε E·E d³r / ∫_cell ε|E|² d³r. (14)

Only a ratio of permittivities occurs, so relative values may be used from here on. The ratio does not depend on the amplitude of the mode.

Equation (14) shows the origin of the square. At fixed power, slower light has a larger stored energy, so |E|² grows as n_g. The reflected amplitude contains two mode fields, one for the incoming and one for the outgoing wave, each growing as √n_g. The amplitude thus gains one factor n_g and the power two. The longer time spent near a defect is already contained in this normalisation and must not be counted again. Per unit time the scattering rate is v_gα_b, which grows as n_g alone.

**Average over the roughness**

Define α_b = ⟨|r|²⟩/L for a length L much longer than the correlation length of the roughness, yet short enough for first order to hold. This needs α_bL ≪ 1 and small random phases from the diagonal terms of (5).

*Uniform guide.* Let E = e(x,y)exp(iβz), and let one wall have displacement h(z), constant along the wall's cross-sectional line. Let w be the integral along that line of W formed with e, and let N = ∫ε|e|²dA. The cell integral in (14) is ΛN, so Λ cancels:

r = i n_g (k₀/2)(w/N) ∫₀ᴸ h(z)exp(2iβz)dz. (15)

If ⟨h(z)h(z′)⟩ = C(z − z′), the mean square of the integral tends to L S(2β), where S(q) = ∫C(s)exp(iqs)ds. Hence

α_b = n_g² (k₀²/4)|w/N|² S(2β). (16)

For C = σ²exp(−|s|/ℓ), the integral is S(2β) = 2σ²ℓ/(1 + 4β²ℓ²). If βℓ ≪ 1, the spectrum is flat and β drops out. If βℓ ≫ 1, S falls as 1/β², and a change of β must be included. In a uniform guide a change of n_g may also come with a change of confinement, so w/N has to be compared before the square law is used.

*Periodic guide.* Let each cell have faces j, displaced as wholes by h_mj in cell m. From one cell to the next E·E gains the phase 2kΛ. With W_j now the integral of W over face j and I = ∫_cell ε|E|²d³r,

r = i n_g (k₀Λ/2) Σ_m exp(2imkΛ) Σ_j h_mj W_j/I. (17)

For independent displacements of rms σ, all cross terms average to zero. M cells then give M equal contributions, and division by L = MΛ yields

α_b = n_g² (k₀²Λ/4) σ² Σ_j|W_j|²/I². (18)

If the displacements of a given face are correlated as ρ^|m| between cells m apart, while different faces stay independent, the double sum over cells gains for large M the factor

S_c = 1 + 2Re Σ_{s≥1} q^s = Re[(1 + q)/(1 − q)] = (1 − ρ²)/(1 − 2ρcos2kΛ + ρ²), (19)

with q = ρexp(2ikΛ). For ρ = 0 it equals one. Otherwise it depends on k, and so changes along the band together with n_g.

**A chain of coupled cavities**

The square law is clearest where n_g changes much and the field little. Take a layered medium at normal incidence, with indices 3.5 and 1.5 and a design wavelength of 1550 nm. Half-wave cavities of index 3.5 are separated by quarter-wave mirrors, and the period is 1586.9 nm. Both faces of every cavity are displaced independently, with rms 0.01 nm. Each face moves as a whole plane, so this value should not be compared with the local rms roughness of an etched wall.

The fields across one cell are connected by a matrix of unit determinant with eigenvalues exp(±ikΛ). Half its trace, u(ω), therefore equals cos kΛ. Differentiation gives

n_g = c|du/dω| / (Λ|sin kΛ|). (20)

Let θ be the distance of the Bloch phase kΛ from its band-edge value. Then |sin kΛ| = sin θ and cos 2kΛ = cos 2θ. Where du/dω varies little, n_g grows as 1/sin θ, and α_b as 1/sin²θ.

At band centre, θ = 90°, n_g = 12.66 and the wall field |E|²/∫ε|E|²dz is 0.4215 µm⁻¹, or 4.215×10⁻⁴ nm⁻¹. The field is tangential, and the contrast is 3.5² − 1.5² = 10. Since k₀Λ/2 = π × 1586.9/1550 = 3.216, equation (14) gives for one face

|r|/h = 12.66 × 3.216 × 10 × 4.215×10⁻⁴ nm⁻¹ = 0.172 nm⁻¹.

With two independent faces per cell,

α_b = 2 × (0.1717 × 0.01)²/(1586.9 nm) = 3.72×10⁻⁹ nm⁻¹.

As an attenuation rate this is 10 log₁₀e × α_b = 0.161 dB/cm. In the numerical check, the exact reflection of a single face displaced by 10⁻⁴ nm agrees with (14) in magnitude and phase to within one part in a thousand, at each of the four points computed along the band. The relative error is of the size of |r| itself: for a displacement of 0.01 nm it is about 0.2% at band centre and 0.7% at θ = 15°.

At θ = 15° the wavelength is 1568.66 nm, n_g is 48.49 and the loss is 2.33 dB/cm. The group index has grown by 3.83, whose square is 14.67. The loss has grown by 14.46. Equation (18) accounts for the difference: k₀² has fallen by the factor (1550/1568.66)² = 0.976, and the square of the wall field has risen by (0.4236/0.4215)² = 1.010. Their product with 14.67 is 14.46. A linear law would have predicted a rise of only 3.83.

Averages over 20,000 random rows of 80 cells, each solved with all multiple reflections, support the first-order result. At band centre the mean reflectance is 4.76×10⁻⁴, against 4.71×10⁻⁴ from (18). The difference of 1% is of the size expected from sampling: for an amplitude linear in Gaussian displacements, the standard deviation of |r|² is at most √2 times its mean, so the mean of 20,000 samples has a relative standard error of up to 1%. At θ = 15° the two values are both 6.8×10⁻³.

**How the square law fails**

*Correlated roughness.* With ρ = 0.5 between neighbouring cells, (19) gives S_c = 0.75/2.25 = 0.333 at θ = 90° and 0.75/(1.25 − cos 30°) = 1.95 at θ = 15°. The predicted growth of the loss is 14.46 × 1.953/0.333 ≈ 85, and the sampled growth is 84, with a sampling error of about 1; end effects of the 80-cell row lower the first-order prediction to 83. Read as a power of n_g, these two points would suggest an exponent of ln 84/ln 3.83 ≈ 3.3. The factor n_g² is still present in the formula; the rest comes from the roughness spectrum.

*A changing profile.* Consider a grating of 20 nm layers of index 3.5 between 400 nm layers of index 1.5. Towards a band edge the forward and backward Bloch modes become the same mode. Since they are complex conjugates, the field there is real up to a constant phase, which makes it a standing wave. Between Bloch phases of 90° and 178.2° per cell, n_g rises from 1.67 to 15.55, and the wall field from 0.929 to 1.590 µm⁻¹. Even after division by n_g²k₀², the loss grows by (1.590/0.929)² = 2.93. In the cavity chain the wall field changes by only 0.5% over the range used, and by less than 1% even when followed to the same 1.8° from the edge. Nearness to a band edge therefore does not by itself decide whether the profile may be held fixed; the normalised wall field does.

*Strong scattering.* If the rms displacement in the cavity chain is raised to 0.2 nm at θ = 15°, the first-order mean reflectance of 80 cells grows by 20² = 400 to 2.73. A passive guide cannot reflect more than it receives, and the exact average is 0.80. Since α_b grows as n_g², the length over which α_bL stays small shrinks as 1/n_g². A guide that satisfies the condition at band centre may violate it nearer the edge with the same roughness. At the edge itself the derivation has no starting point, because the forward and backward modes merge there into one standing wave that carries no power: P in (5) is zero, and the two modes are no longer independent.

To carry a backscattering loss from one frequency to another, one therefore multiplies by the ratio of n_g²k₀², by the ratio of Σ_j|W_j|²/I² for faces displaced as wholes and independently of one another (or |w/N|² in a uniform guide with one rough wall), and by the ratio of the roughness spectra at 2k. If faces within a cell move together, their amplitudes in (17) must be added before squaring. With material dispersion, ε + (ω/2)dε/dω replaces ε in I and N, as follows from the energy in (11) together with (12). The bare square of the group index suffices when the other factors are close to one and, at both frequencies, α_bL and the random phases from the diagonal terms of (5) are small. The rule does not cover loss into radiation, whose amplitude contains only one guided-mode field. For an etched wall that is rough within a cell, the integral in (14) must be averaged with the actual correlation along the wall, and rule (9) needs small slopes. Computed values are listed in the numerical output below.

Table of computed values

```
indices: 3.5 and 1.5
design wavelength: 1550 nm
quarter-wave layers: 110.7 nm (high), 258.3 nm (low)
cavity thickness: 221.4 nm
period: 1586.9 nm
rms face displacement: 0.01 nm
ensemble: 20000 samples of 80 cells
Bloch phase from band edge: 90 deg
  wavelength 1550.00 nm, n_g 12.66
  wall field |E|^2/int(eps|E|^2): 0.4215 1/um
  |r| per displacement, one face: 0.1717 1/nm
  alpha_b 0.1613 dB/cm, /n_g^2 1.006e-03 dB/cm
  mean R: formula 4.714e-04, sampled 4.763e-04
Bloch phase from band edge: 45 deg
  wavelength 1563.60 nm, n_g 17.82
  wall field |E|^2/int(eps|E|^2): 0.4226 1/um
  |r| per displacement, one face: 0.2402 1/nm
  alpha_b 0.3157 dB/cm, /n_g^2 9.939e-04 dB/cm
  mean R: formula 9.228e-04, sampled 9.269e-04
Bloch phase from band edge: 30 deg
  wavelength 1566.70 nm, n_g 25.14
  wall field |E|^2/int(eps|E|^2): 0.4232 1/um
  |r| per displacement, one face: 0.3386 1/nm
  alpha_b 0.6276 dB/cm, /n_g^2 9.926e-04 dB/cm
  mean R: formula 1.835e-03, sampled 1.836e-03
Bloch phase from band edge: 15 deg
  wavelength 1568.66 nm, n_g 48.49
  wall field |E|^2/int(eps|E|^2): 0.4236 1/um
  |r| per displacement, one face: 0.6528 1/nm
  alpha_b 2.3328 dB/cm, /n_g^2 9.920e-04 dB/cm
  mean R: formula 6.819e-03, sampled 6.826e-03
90 to 15 deg: n_g ratio 3.830, squared 14.67
  exact alpha_b ratio 14.46, exponent 1.989
neighbour-cell correlation: 0.5
  90 deg: S 0.333, mean R formula 1.571e-04, sampled 1.579e-04
  15 deg: S 1.953, mean R formula 1.332e-02, sampled 1.324e-02
  sampled ratio 15/90 deg: 83.8
strong roughness 0.2 nm at 15 deg:
  mean R: formula 2.728, sampled 0.799
grating: 20 nm high-index and 400 nm low-index layers
  Bloch phase 90.0 deg: wavelength 2783.8 nm, n_g 1.67
    wall field 0.9293 1/um
  Bloch phase 178.2 deg: wavelength 1518.0 nm, n_g 15.55
    wall field 1.5895 1/um
  alpha_b/(n_g k0)^2 grows by factor 2.93
thin film 0.001 nm, incidence 35 deg, |r| exact 7.9189e-06
  continuous-field rule 7.9189e-06, naive 2.4179e-06
```
